# Energy derivatives in a moving basis: Hellmann-Feynman and Pulay parts: a numerical check

```python
"""
Result under test: for H c = E S c with c^T S c = 1 and a moving basis,
    dE/dR = c^T (dH/dR - E dS/dR) c
          = <psi| dV/dR |psi> + 2 sum_i c_i <d chi_i/dR | (H - E) psi>
            (Hellmann-Feynman)   (Pulay)
Model: one electron in 1D, Gaussian wells A and B of depths U_A, U_B and
length w; oscillator functions of length b centred on each well.
R is the position of B when A is at 0.  t = hbar^2 / (2 m_e).
Units: energy aJ, length nm, hence force nN (1 aJ/nm = 1 nN).
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import hbar, m_e, e as charge

t = hbar**2 / (2 * m_e) * 1e18 * 1e18      # J m^2 -> aJ nm^2
DEPTH = (3.0, 2.0)
w, b, R0 = 0.10, 0.08, 0.20
EV_PER_AJ = 1e-18 / charge
dx = 0.005
x = -1.2 + dx * np.arange(521)


def well(k, center):
    return -DEPTH[k] * np.exp(-((x - center) / w)**2)


def well_slope(k, center):
    """Derivative of well k with respect to its own position."""
    return well(k, center) * 2 * (x - center) / w**2


def oscillator_set(center, order):
    """Functions 0..order with first and second x derivatives."""
    xi = (x - center) / b
    phi = [np.exp(-xi**2 / 2) / np.sqrt(b * np.sqrt(np.pi))]
    phi.append(np.sqrt(2) * xi * phi[0])
    for n in range(1, order + 1):
        phi.append(np.sqrt(2 / (n + 1)) * xi * phi[n]
                   - np.sqrt(n / (n + 1)) * phi[n - 1])
    first, second = [], []
    for n in range(order + 1):
        lower = np.sqrt(n / 2) * phi[n - 1] if n > 0 else 0.0
        first.append((lower - np.sqrt((n + 1) / 2) * phi[n + 1]) / b)
        second.append((xi**2 - 2 * n - 1) * phi[n] / b**2)
    return np.array(phi[:order + 1]), np.array(first), np.array(second)


def basis(centers, order):
    set_a = oscillator_set(centers[0], order)
    set_b = oscillator_set(centers[1], order)
    return [np.vstack(pair) for pair in zip(set_a, set_b)]


def matrices(wells, centers, order=0):
    """H and S by quadrature; kinetic energy from first derivatives."""
    chi, first, _ = basis(centers, order)
    potential = well(0, wells[0]) + well(1, wells[1])
    H = dx * (t * first @ first.T + (chi * potential) @ chi.T)
    S = dx * chi @ chi.T
    return (H + H.T) / 2, (S + S.T) / 2


def solve(H, S, state=0):
    energies, vectors = eigh(H, S)
    c = vectors[:, state]
    return energies[state], c * np.sign(c[0])


def energy(wells, centers, order=0, state=0):
    return solve(*matrices(wells, centers, order), state)[0]


def slope(f, x0, h=5e-4):
    """Fourth-order central difference."""
    return (f(x0 - 2*h) - 8*f(x0 - h) + 8*f(x0 + h) - f(x0 + 2*h)) / (12*h)


def split(R, order=0, state=0):
    """Energy, HF part per well, Pulay part per basis function."""
    place = (0.0, R)
    E, c = solve(*matrices(place, place, order), state)
    chi, first, second = basis(place, order)
    psi = c @ chi
    potential = well(0, 0.0) + well(1, R)
    residual = -t * (c @ second) + (potential - E) * psi
    hf = np.array([dx * np.sum(psi**2 * well_slope(k, place[k]))
                   for k in (0, 1)])
    pulay = 2 * dx * (-c[:, None] * first) @ residual
    return E, hf, pulay.reshape(2, order + 1)


# Closed forms for one Gaussian per well, and their R derivatives
s2 = w**2 + b**2
g = w / np.sqrt(s2)
q = np.exp(-R0**2 / s2)
p = np.exp(-R0**2 / (4 * s2))
S_ab = np.exp(-R0**2 / (4 * b**2))
UA, UB = DEPTH
kin = 1 / (2 * b**2) - R0**2 / (4 * b**4)
H_aa = t / (2 * b**2) - g * (UA + UB * q)
H_bb = t / (2 * b**2) - g * (UB + UA * q)
H_ab = S_ab * (t * kin - g * (UA + UB) * p)
dS_ab = -R0 * S_ab / (2 * b**2)
dH_aa = 2 * g * UB * R0 * q / s2
dH_bb = 2 * g * UA * R0 * q / s2
dH_ab = (dS_ab * (t * kin - g * (UA + UB) * p)
         + S_ab * (-t * R0 / (2 * b**4)
                   + g * (UA + UB) * p * R0 / (2 * s2)))
hf_ab = S_ab * g * UB * R0 * p / s2
H = np.array([[H_aa, H_ab], [H_ab, H_bb]])
S = np.array([[1.0, S_ab], [S_ab, 1.0]])
dH = np.array([[dH_aa, dH_ab], [dH_ab, dH_bb]])
dS = np.array([[0.0, dS_ab], [dS_ab, 0.0]])
dV = np.array([[dH_aa, hf_ab], [hf_ab, 0.0]])   # <chi_i|dV/dR|chi_j>

Hq, Sq = matrices((0.0, R0), (0.0, R0))
assert np.allclose(H, Hq, atol=1e-10) and np.allclose(S, Sq, atol=1e-10)
assert np.allclose(dH, slope(lambda r: matrices((0, r), (0, r))[0], R0),
                   atol=1e-5)
assert np.allclose(dS, slope(lambda r: matrices((0, r), (0, r))[1], R0),
                   atol=1e-5)

# Total derivative and its split, for both eigenstates
results = []
for state in (0, 1):
    E, c = solve(H, S, state)
    total = c @ (dH - E * dS) @ c
    hf_part = c @ dV @ c
    pulay_part = c @ (dH - dV - E * dS) @ c
    numeric = slope(lambda r: energy((0, r), (0, r), 0, state), R0)
    _, hf_quad, pulay_quad = split(R0, 0, state)
    assert abs(total - numeric) < 1e-5
    assert abs(hf_part - hf_quad[1]) < 1e-8
    assert abs(pulay_part - pulay_quad[1].sum()) < 1e-8
    results.append((E, c, total, hf_part, pulay_part, numeric))
E, c, total, hf_part, pulay_part, numeric = results[0]
no_overlap_term = c @ dH @ c
assert abs(no_overlap_term - numeric) > 0.1

# Response of the coefficients, obtained by differentiating c itself
dc = slope(lambda r: solve(*matrices((0, r), (0, r)))[1], R0)
response = 2 * c @ H @ dc
assert abs(2 * c @ S @ dc + c @ dS @ c) < 1e-5
assert abs(response + E * (c @ dS @ c)) < 1e-5

# Frozen basis: only the well moves, and the HF part is the whole slope
frozen = slope(lambda r: energy((0, r), (0, R0)), R0)
assert abs(frozen - hf_part) < 1e-5

# Balance of forces: slopes for A and B moved separately, each with its basis
_, hf_both, pulay_both = split(R0)
pulay_wells = pulay_both.sum(axis=1)
slope_a = slope(lambda a: energy((a, R0), (a, R0)), 0.0)
assert abs(slope_a - hf_both[0] - pulay_wells[0]) < 1e-5
assert abs(slope_a + numeric) < 1e-5
assert abs(hf_both.sum()) > 0.1

# Fixed-grid reference: sinc functions that do not depend on R
index = np.arange(x.size)
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = t / dx**2 * np.where(diff == 0, np.pi**2 / 3,
                               2.0 * (-1.0)**np.abs(diff) / safe**2)


def grid_state(R):
    values, vectors = eigh(kinetic + np.diag(well(0, 0.0) + well(1, R)),
                           subset_by_index=[0, 0])
    return values[0], vectors[:, 0]


E_ref, v_ref = grid_state(R0)
slope_ref = slope(lambda r: grid_state(r)[0], R0)
hf_ref = np.sum(v_ref**2 * well_slope(1, R0))
assert abs(slope_ref - hf_ref) < 1e-5

# Larger bases: only the highest function on each well gives a Pulay part
table = []
for order in range(6):
    En, hf_n, pulay_n = split(R0, order)
    sum_n = hf_n[1] + pulay_n[1].sum()
    fd_n = slope(lambda r: energy((0, r), (0, r), order), R0)
    assert abs(sum_n - fd_n) < 2e-5
    assert np.all(np.abs(pulay_n[:, :-1]) < 1e-7)
    assert En > E_ref - 1e-9
    table.append((order, En, -hf_n[1], -pulay_n[1].sum(), -sum_n))
    if order == 1:
        pulay_order1 = pulay_n[1]
assert all(table[i + 1][1] < table[i][1] + 1e-10 for i in range(5))
assert abs(pulay_order1[1]) > 1e-4
assert abs(table[-1][3]) < 0.05 * abs(table[0][3])
assert abs(table[-1][4] + slope_ref) < 0.05

print(f"t = hbar^2/2m = {t:.6e} aJ nm^2")
print(f"U_A = {UA:.1f} aJ, U_B = {UB:.1f} aJ")
print(f"w = {w:.2f} nm, b = {b:.2f} nm, R = {R0:.2f} nm")
print(f"s^2 = {s2:.4f} nm^2, g = {g:.5f}, q = {q:.5f}, p = {p:.5f}")
print(f"S_AB = {S_ab:.5f}")
print(f"H_AA, H_BB, H_AB = {H_aa:.5f}, {H_bb:.5f}, {H_ab:.5f} aJ")
print(f"dS_AB/dR = {dS_ab:.5f} 1/nm")
print(f"dH_AA, dH_BB, dH_AB /dR = {dH_aa:.5f}, {dH_bb:.5f}, {dH_ab:.5f} nN")
print(f"<A|dV/dR|A>, <A|dV/dR|B> = {dH_aa:.5f}, {hf_ab:.5f} nN")
print(f"<B|dV/dR|B> = {dV[1, 1]:.5f} nN")
print(f"ground state E = {E:.5f} aJ = {E * EV_PER_AJ:.4f} eV")
print(f"c_A = {c[0]:.5f}, c_B = {c[1]:.5f}")
print(f"c^T dH c = {no_overlap_term:.5f} nN (overlap term omitted)")
print(f"-E c^T dS c = {-E * (c @ dS @ c):.5f} nN")
print(f"2 c^T H dc from differentiated c = {response:.5f} nN")
print(f"dE/dR formula = {total:.5f} nN = {total * EV_PER_AJ:.4f} eV/nm")
print(f"dE/dR finite difference = {numeric:.5f} nN")
print(f"Hellmann-Feynman part of dE/dR = {hf_part:.5f} nN")
print(f"Pulay part of dE/dR = {pulay_part:.5f} nN")
print(f"Pulay share of dE/dR = {100 * pulay_part / total:.2f} percent")
print(f"dE/dR with frozen basis = {frozen:.5f} nN")
up = results[1]
print(f"upper state E = {up[0]:.5f} aJ")
print(f"upper state dE/dR formula = {up[2]:.5f} nN")
print(f"upper state dE/dR finite difference = {up[5]:.5f} nN")
print(f"upper state HF, Pulay parts = {up[3]:.5f}, {up[4]:.5f} nN")
print("Forces (minus the derivatives), ground state, one Gaussian per well:")
for k, name in enumerate("AB"):
    print(f"well {name}: HF {-hf_both[k]:.5f}, Pulay {-pulay_wells[k]:.5f}, "
          f"total {-(hf_both[k] + pulay_wells[k]):.5f} nN")
print(f"sum of HF forces on A and B = {-hf_both.sum():.5f} nN")
print(f"sum of Pulay forces on A and B = {-pulay_wells.sum():.5f} nN")
print(f"sum of total forces below 1e-5 nN: {abs(slope_a + numeric) < 1e-5}")
print("Force on B against highest order n on each well:")
print("n   E (aJ)     HF (nN)    Pulay (nN)  total (nN)")
for order, En, f_hf, f_pulay, f_total in table:
    print(f"{order}  {En:.6f}  {f_hf:.5f}  {f_pulay:.5f}  {f_total:.5f}")
print(f"fixed-grid reference E = {E_ref:.6f} aJ")
print(f"fixed-grid force on B, finite difference = {-slope_ref:.5f} nN")
print(f"fixed-grid force on B, HF = {-hf_ref:.5f} nN")
print("every check passed")
```

Running it gives:

```
t = hbar^2/2m = 6.104264e-03 aJ nm^2
U_A = 3.0 aJ, U_B = 2.0 aJ
w = 0.10 nm, b = 0.08 nm, R = 0.20 nm
s^2 = 0.0164 nm^2, g = 0.78087, q = 0.08725, p = 0.54348
S_AB = 0.20961
H_AA, H_BB, H_AB = -2.00197, -1.28922, -0.65720 aJ
dS_AB/dR = -3.27518 1/nm
dH_AA, dH_BB, dH_AB /dR = 3.32330, 4.98495, 9.85709 nN
<A|dV/dR|A>, <A|dV/dR|B> = 3.32330, 2.16968 nN
<B|dV/dR|B> = 0.00000 nN
ground state E = -2.06654 aJ = -12.8983 eV
c_A = 0.91139, c_B = 0.26268
c^T dH c = 7.82407 nN (overlap term omitted)
-E c^T dS c = -3.24071 nN
2 c^T H dc from differentiated c = -3.24071 nN
dE/dR formula = 4.58336 nN = 28.6071 eV/nm
dE/dR finite difference = 4.58336 nN
Hellmann-Feynman part of dE/dR = 3.79931 nN
Pulay part of dE/dR = 0.78405 nN
Pulay share of dE/dR = 17.11 percent
dE/dR with frozen basis = 3.79931 nN
upper state E = -1.08773 aJ
upper state dE/dR formula = -0.18836 nN
upper state dE/dR finite difference = -0.18836 nN
upper state HF, Pulay parts = -1.27467, 1.08631 nN
Forces (minus the derivatives), ground state, one Gaussian per well:
well A: HF 1.90225, Pulay 2.68111, total 4.58336 nN
well B: HF -3.79931, Pulay -0.78405, total -4.58336 nN
sum of HF forces on A and B = -1.89706 nN
sum of Pulay forces on A and B = 1.89706 nN
sum of total forces below 1e-5 nN: True
Force on B against highest order n on each well:
n   E (aJ)     HF (nN)    Pulay (nN)  total (nN)
0  -2.066537  -3.79931  -0.78405  -4.58336
1  -2.087834  -4.91063  -0.04004  -4.95068
2  -2.088383  -4.95780  0.00842  -4.94938
3  -2.091815  -4.92110  -0.00589  -4.92699
4  -2.092039  -4.91362  0.00025  -4.91337
5  -2.092076  -4.91316  -0.00086  -4.91402
fixed-grid reference E = -2.092145 aJ
fixed-grid force on B, finite difference = -4.91186 nN
fixed-grid force on B, HF = -4.91186 nN
every check passed
```
